# Self-Shift and Cross-Shift of Coplanar String Modes Through Shared Tension: a numerical check

```python
"""
Result under test: a vibrating string mode m of amplitude a raises its own
fractional frequency by 3 E k^2 a^2/(32 sigma), and that of any other coplanar,
nonresonant mode n by E k^2 a^2/(16 sigma): a ratio of 3/2.
E: Young modulus, sigma: static stress, k = m pi/L, L: length.
S = E k^2 a^2/(4 sigma) is the peak fractional rise of tension.
eps = sigma/E is the squared ratio of transverse to longitudinal wave speed.
Dimensionless strings below have length pi, unit tension and unit line density,
so that mode n has angular frequency n.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.constants import k as k_boltzmann
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh

# Worked example: rough values for a silicon nitride string
length, width, thick = 100e-6, 1e-6, 100e-9
stress, young, density = 1e9, 250e9, 3100.0
amp, temperature, quality = 100e-9, 300.0, 1e5
eps = stress / young
f1 = np.sqrt(stress / density) / (2 * length)
slope = np.pi * amp / length
S = slope**2 / (4 * eps)
own_formula = 3 * young * slope**2 / (32 * stress)
other_formula = young * slope**2 / (16 * stress)

# Orthogonality of slopes, by quadrature of a mixed shape
q_mix = np.array([0.3, -0.7, 0.2, 0.5])
n_mix = np.arange(1, 5)
slope_square = quad(lambda x: np.sum(q_mix * n_mix * np.cos(n_mix * x))**2,
                    0, np.pi)[0]
assert abs(slope_square - np.pi / 2 * np.sum((n_mix * q_mix)**2)) < 1e-9


# Uniform-tension string: exact period of mode m, Floquet phase of mode n
def orbit(m, s):
    """Half period and time-mean fractional tension rise, from energy."""
    def dt(th):
        return 1 / (m * np.sqrt(1 + s * (1 + np.sin(th)**2) / 2))
    quarter = quad(dt, 0, np.pi / 2, epsabs=1e-14, epsrel=1e-13)[0]
    rise = quad(lambda th: s * np.sin(th)**2 * dt(th), 0, np.pi / 2,
                epsabs=1e-15, epsrel=1e-12)[0]
    return 2 * quarter, rise / quarter


def probe_shift(m, n, s):
    """Fractional frequency shift of weak mode n while mode m oscillates."""
    half = orbit(m, s)[0]

    def rhs(t, z):
        gain = 1 + s * z[0]**2
        return [z[1], -m**2 * gain * z[0], z[3], -n**2 * gain * z[2],
                z[5], -n**2 * gain * z[4]]
    z = solve_ivp(rhs, (0, half), [1, 0, 1, 0, 0, 1], method="DOP853",
                  rtol=1e-13, atol=1e-15).y[:, -1]
    m11, m21, m12, m22 = z[2:]
    sine_square = -m12 * m21 - ((m11 - m22) / 2)**2
    assert sine_square > 0, "probe must be parametrically stable"
    phase = np.arctan2(np.sign(m12) * np.sqrt(sine_square), (m11 + m22) / 2)
    phase += 2 * np.pi * np.round((n * np.pi / m - phase) / (2 * np.pi))
    return phase / half / n - 1


pairs = [(1, 2), (1, 3), (2, 1), (2, 3), (3, 1)]
floquet_ratio = {}
for m, n in pairs:
    own = np.pi / orbit(m, S)[0] / m - 1
    other = probe_shift(m, n, S)
    assert abs(own / own_formula - 1) < 2 * S
    assert abs(other / other_formula - 1) < 2 * S
    floquet_ratio[m, n] = own / other
    assert abs(own / other - 1.5) < 3 * S
half1, mean_rise = orbit(1, S)
own_exact = np.pi / half1 - 1
other_exact = probe_shift(1, 2, S)
mean_share = (np.sqrt(1 + mean_rise) - 1) / own_exact
assert abs(mean_share - 2 / 3) < 2 * S


# Geometrically exact string with axial inertia
def axial_factors(e, m, n):
    """Derived multipliers of the own and other shifts."""
    r2 = ((n + m) / (n - m))**2
    own_factor = (1 - e) * (1 + e / 3)
    response = 1 / (1 - e * r2) + 1 / (1 - e / r2)
    return own_factor, (1 - e) * (2 - (1 - e) * response / 2)


def simulate(e_values, target=1e-3, periods=80, steps=600):
    """Measured shifts of modes 1 and 2 divided by uniform-tension formulas."""
    e = np.repeat(e_values, 2)
    scale = np.tile([1.0, 0.03], len(e_values))  # second run is the reference
    a1 = np.sqrt(16 * e * target) * scale
    points = 24
    x = (np.arange(points) + 0.5) * np.pi / points
    nw, nu = np.arange(1, 5), np.arange(1, 7)
    cw, cu = nw * np.cos(np.outer(x, nw)), nu * np.cos(np.outer(x, nu))
    cwt, cut = -2 / points * cw.T, -2 / points * cu.T
    w, u = np.zeros((4, len(e))), np.zeros((6, len(e)))
    w[0], w[1] = a1, 0.01 * a1
    vw, vu = np.zeros_like(w), np.zeros_like(u)

    def force(w, u):
        wp, up = cw @ w, 1 + cu @ u
        stretch = np.sqrt(wp * wp + up * up)
        pull = (1 + (stretch - 1) / e) / stretch
        return cwt @ (pull * wp), cut @ (pull * up)
    dt = 2 * np.pi / steps
    fw, fu = force(w, u)
    record = []
    for i in range(periods * steps):
        if i % 10 == 0:
            record.append(w[:2].copy())
        vw += dt / 2 * fw
        vu += dt / 2 * fu
        w += dt * vw
        u += dt * vu
        fw, fu = force(w, u)
        vw += dt / 2 * fw
        vu += dt / 2 * fu
    record = np.array(record)
    t = np.arange(len(record)) * 10 * dt
    h = len(t) // 2
    window = np.sin(np.pi * (np.arange(h) + 0.5) / h)**2
    freq = []
    for j in (0, 1):
        signal = record[:, j] * np.exp(-1j * (j + 1) * t)[:, None]
        first, second = window @ signal[:h], window @ signal[h:2 * h]
        freq.append(np.angle(second / first) / (t[h] - t[0]) / (j + 1))
    freq = np.array(freq)
    shift = freq[:, 0::2] - freq[:, 1::2]
    return shift[0] / (1.5 * target), shift[1] / target


test_eps = [eps, 0.02]
sim_own, sim_other = simulate(test_eps)
for i, e in enumerate(test_eps):
    own_factor, other_factor = axial_factors(e, 1, 2)
    # tolerance covers the second-order amplitude shift of the simulated run
    assert abs(sim_own[i] - own_factor) < 5e-3
    assert abs(sim_other[i] - other_factor) < 5e-3


def axial_ratio(e, m, n):
    own_factor, other_factor = axial_factors(e, m, n)
    return 1.5 * own_factor / other_factor


# Clamped beam under tension: lengths in L, frequencies in sqrt(T/mu)/L
def clamped(bend, size):
    coef = np.zeros((size + 4, size))
    for j in range(size):
        norm = np.sqrt(2 * (2 * j + 3)**2 * (2 * j + 5))
        coef[j, j] = 1 / norm
        coef[j + 2, j] = -2 * (2 * j + 5) / (2 * j + 7) / norm
        coef[j + 4, j] = (2 * j + 3) / (2 * j + 7) / norm
    x, wt = leg.leggauss(size + 10)
    p0 = leg.legval(x, coef)
    p1 = leg.legval(x, leg.legder(coef, 1))
    p2 = leg.legval(x, leg.legder(coef, 2))
    mass = (p0 * wt) @ p0.T / 2
    tension = (p1 * wt) @ p1.T * 2
    bending = (p2 * wt) @ p2.T * 8
    val, vec = eigh(mass, tension + bend * bending)
    val, vec = val[::-1][:3], vec[:, ::-1][:, :3]
    vec = vec / np.sqrt(val)
    gram = vec.T @ tension @ vec
    middle = leg.legval(0.0, coef) @ vec[:, 0]
    edge = 4 * leg.legval(-1.0, leg.legder(coef, 2)) @ vec[:, 0]
    return 1 / np.sqrt(val), gram, middle, edge


def clamped_ratio(omega, g):
    own = 1.5 * g[0, 0]**2 / omega[0]**2
    return own / ((g[0, 0] * g[1, 1] + 2 * g[0, 1]**2) / omega[1]**2)


bend = young * thick**2 / (12 * stress * length**2)
om_small, g_small, _, _ = clamped(bend, 50)
om, gram, middle, edge = clamped(bend, 80)
bend_ratio = clamped_ratio(om, gram)
basis_shift = bend_ratio - clamped_ratio(om_small, g_small)
freq_basis_shift = om[0] / om_small[0] - 1
assert abs(basis_shift) < 1e-6 and abs(freq_basis_shift) < 1e-6
assert abs(om[0] / np.pi - 1 - 2 * np.sqrt(bend)) < 20 * bend
assert abs(bend_ratio - 1.5) < 0.01
quartic = (amp / length / middle)**2 / (8 * eps)
own_clamped = 1.5 * quartic * gram[0, 0]**2 / om[0]**2
mode3_forced = abs(quartic * gram[0, 0] * gram[0, 2]
                   / (om[2]**2 - 9 * om[0]**2))
om_width = clamped(bend * (width / thick)**2, 80)[0]
polar_gap = om_width[0] / om[0] - 1
assert polar_gap > 20 * own_formula
edge_stress = young * thick / 2 * abs(edge / middle) * amp / length**2

# Thermal motion and linewidth
modal_mass = density * length * width * thick / 2
thermal = np.sqrt(k_boltzmann * temperature / modal_mass) / (2 * np.pi * f1)

print(f"length {length*1e6:.0f} um, width {width*1e6:.0f} um")
print(f"thickness {thick*1e9:.0f} nm, mode-1 amplitude {amp*1e9:.0f} nm")
print(f"stress {stress/1e9:.1f} GPa, modulus {young/1e9:.0f} GPa")
print(f"density {density:.0f} kg/m^3, temperature {temperature:.0f} K")
print(f"stress/modulus eps = {eps:.4f}")
print(f"ideal string f1 = {f1/1e6:.4f} MHz, f2 = {2*f1/1e6:.4f} MHz")
print(f"slope amplitude k a = {slope:.5e}")
print(f"peak fractional tension rise S = {S:.4e}")
print(f"peak / mean stress rise = {S*stress/1e6:.3f} / "
      f"{mean_rise*stress/1e6:.3f} MPa")
print(f"own fractional shift, formula = {own_formula*1e6:.2f} ppm")
print(f"other fractional shift, formula = {other_formula*1e6:.2f} ppm")
print(f"own shift of mode 1 = {own_formula*f1:.1f} Hz")
print(f"shift of mode 2 = {other_formula*2*f1:.1f} Hz")
print(f"own shift from exact period = {own_exact*1e6:.2f} ppm")
print(f"mode-2 shift from Floquet phase = {other_exact*1e6:.2f} ppm")
for (m, n), value in floquet_ratio.items():
    print(f"ratio, mode {m} acting on mode {n}, Floquet = {value:.6f}")
print(f"share of own shift from mean tension = {mean_share:.5f}")
for i, e in enumerate(test_eps):
    fo, fx = axial_factors(e, 1, 2)
    print(f"eps {e:.3f}: own factor formula {fo:.4f}, simulated "
          f"{sim_own[i]:.4f}")
    print(f"eps {e:.3f}: other factor formula {fx:.4f}, simulated "
          f"{sim_other[i]:.4f}")
    print(f"eps {e:.3f}: ratio 1 on 2 formula {axial_ratio(e,1,2):.4f}, "
          f"simulated {1.5*sim_own[i]/sim_other[i]:.4f}")
print(f"example ratio 1 on 3, axial formula = {axial_ratio(eps,1,3):.4f}")
print(f"example ratio 3 on 4, axial formula = {axial_ratio(eps,3,4):.4f}")
print(f"longitudinal fundamental / f1 = {1/np.sqrt(eps):.2f}")
print(f"clamped-beam f1 = {om[0]/np.pi*f1/1e6:.4f} MHz")
print(f"clamped-beam own shift = {own_clamped*1e6:.2f} ppm")
print(f"clamped-beam ratio 1 on 2 = {bend_ratio:.5f}")
print(f"ratio change, basis 50 to 80 = {basis_shift:.1e}")
print(f"fractional f1 change, basis 50 to 80 = {freq_basis_shift:.1e}")
print(f"forced mode-3 / mode-1 amplitude = {mode3_forced:.1e}")
print(f"fractional gap to other polarization = {polar_gap*100:.2f} %")
print(f"bending stress at clamp = {edge_stress/1e6:.1f} MPa")
print(f"thermal rms amplitude of mode 1 = {thermal*1e12:.1f} pm")
print(f"linewidth for assumed Q {quality:.0f} = {f1/quality:.1f} Hz")
print("every check passed")
```

It prints:

```
length 100 um, width 1 um
thickness 100 nm, mode-1 amplitude 100 nm
stress 1.0 GPa, modulus 250 GPa
density 3100 kg/m^3, temperature 300 K
stress/modulus eps = 0.0040
ideal string f1 = 2.8398 MHz, f2 = 5.6796 MHz
slope amplitude k a = 3.14159e-03
peak fractional tension rise S = 6.1685e-04
peak / mean stress rise = 0.617 / 0.308 MPa
own fractional shift, formula = 231.32 ppm
other fractional shift, formula = 154.21 ppm
own shift of mode 1 = 656.9 Hz
shift of mode 2 = 875.9 Hz
own shift from exact period = 231.29 ppm
mode-2 shift from Floquet phase = 154.19 ppm
ratio, mode 1 acting on mode 2, Floquet = 1.500048
ratio, mode 1 acting on mode 3, Floquet = 1.500036
ratio, mode 2 acting on mode 1, Floquet = 1.499952
ratio, mode 2 acting on mode 3, Floquet = 1.500075
ratio, mode 3 acting on mode 1, Floquet = 1.499964
share of own shift from mean tension = 0.66668
eps 0.004: own factor formula 0.9973, simulated 0.9958
eps 0.004: other factor formula 0.9812, simulated 0.9796
eps 0.004: ratio 1 on 2 formula 1.5246, simulated 1.5249
eps 0.020: own factor formula 0.9865, simulated 0.9850
eps 0.020: other factor formula 0.8931, simulated 0.8914
eps 0.020: ratio 1 on 2 formula 1.6569, simulated 1.6575
example ratio 1 on 3, axial formula = 1.5089
example ratio 3 on 4, axial formula = 1.7019
longitudinal fundamental / f1 = 15.81
clamped-beam f1 = 2.8663 MHz
clamped-beam own shift = 229.12 ppm
clamped-beam ratio 1 on 2 = 1.50094
ratio change, basis 50 to 80 = -7.0e-12
fractional f1 change, basis 50 to 80 = -3.6e-13
forced mode-3 / mode-1 amplitude = 2.9e-04
fractional gap to other polarization = 10.15 %
bending stress at clamp = 86.8 MPa
thermal rms amplitude of mode 1 = 29.0 pm
linewidth for assumed Q 100000 = 28.4 Hz
every check passed
```
